# SLAC and Tangent Dirac Fermions in One Dimension: The Local Pencil, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Hartree atomic units are used, with \(\hbar=1\). A ring has \(N\) sites \(x_j=ja\) and length \(L=Na\); \(N\) is even and the boundary condition is antiperiodic, \(\psi_{j+N}=-\psi_j\). The allowed momenta \(p=(2k+1)\pi/L\), \(k=-N/2,\dots,N/2-1\), lie inside \((-\pi/a,\pi/a)\). The shift \((T\psi)_j=\psi_{j+1}\) is unitary, has eigenvalues \(e^{ipa}\) and obeys \(T^N=-1\). The Dirac Hamiltonian is
\[H=vK\sigma_y+M\sigma_x+V=\begin{pmatrix}V&A^\dagger\\A&V\end{pmatrix},\qquad A=M+ivK,\]
with real mass \(M_j\) and potential \(V_j\) diagonal in the site index. The lattice momentum \(K\) is diagonal in \(p\), with eigenvalue \(\kappa(p)=p\) (SLAC), \((2/a)\tan(pa/2)\) (Stacey tangent) or \(\sin(pa)/a\) (naive central difference, for comparison). The one-component operator \(h=vK+V\) is called the chiral case.

(a) Compare the three dispersions at small \(p\) and at the zone edge.

(b) Find the real-space matrix elements of the SLAC and tangent \(K\).

(c) Rewrite \(H\psi=E\psi\) for the tangent as a Hermitian generalized eigenproblem (a pencil) with nearest-neighbour matrices. State when the rewriting is valid and how \(M\) and \(V\) enter.

(d) Decide whether SLAC admits a translation-invariant pencil of fixed range.

(e) For the kink \(M=M_0\tanh(x/w)\), find the zero mode, the first excited level and its leading tangent error. Evaluate for the model parameters \(v=0.2\) bohr·hartree, \(M_0=0.02\) hartree, \(w=25\) bohr, \(L=800\) bohr, \(a=10,5,2.5\) bohr.

## Hints

1. A continuous periodic function that crosses zero upward must also cross it downward.
2. For SLAC, sum the plane waves first and differentiate afterwards. For the tangent, express \(\tan(pa/2)\) through \(e^{ipa}\) and invert \(1+T\) with a finite geometric series.
3. Multiplying by a denominator from one side in general destroys Hermiticity; a change of unknown \(\psi=B\chi\) together with multiplication by \(B^\dagger\) keeps it.
4. A finite-range translation-invariant matrix is a trigonometric polynomial in \(p\), which is analytic and periodic.
5. With \(y=x/w\), powers of \(\operatorname{sech}y\) reproduce themselves under \(\partial_y\) up to factors of \(\tanh y\).

## Solution

### (a) Dispersions

For constant \(M\) and \(V=0\), \(\sigma_x\) and \(\sigma_y\) anticommute, so \(H^2=v^2K^2+M^2\) and \(E=\pm\sqrt{v^2\kappa^2+M^2}\). SLAC reproduces the continuum dispersion at every grid momentum. Inserting \(z=pa/2\) in \(\tan z=z+z^3/3+2z^5/15+\dots\) gives
\[\frac2a\tan\frac{pa}2=p+\frac{a^2p^3}{12}+\frac{a^4p^5}{120}+\dots,\qquad \frac{\sin pa}{a}=p-\frac{a^2p^3}{6}+\dots\]
The chiral group velocity of the tangent is \(v\,d\kappa/dp=v/\cos^2(pa/2)\), which is never below \(v\). At \(pa/\pi=0.1,\,0.5,\,0.9\) the ratio \(\kappa/p\) is 1.0083, 1.2732, 4.4661 for the tangent and 0.9836, 0.6366, 0.1093 for the sine, and the tangent group velocity is 1.025, 2.000 and 40.86 times \(v\).

On a lattice \(p\) and \(p+2\pi/a\) label the same state, so \(\kappa\) is periodic. The sine is continuous and crosses zero downward at \(p=\pi/a\); this second cone is the doubler, the one-dimensional form of the Nielsen–Ninomiya obstruction. The other two have a single zero because they are discontinuous at the zone edge: SLAC jumps from \(+\pi/a\) to \(-\pi/a\), and the tangent passes through a pole.

### (b) Real-space kernels

With \(n=j-l\), the definition is \(K_n=N^{-1}\sum_p\kappa(p)e^{ipna}\). For SLAC put \(\theta=\pi x/L\). The geometric series gives
\[\sum_pe^{ipx}=e^{i(1-N)\theta}\,\frac{e^{2iN\theta}-1}{e^{2i\theta}-1}=\frac{\sin N\theta}{\sin\theta}.\]
The operator \(-i\partial_x=-i(\pi/L)\partial_\theta\) brings down \(p\), and
\[\partial_\theta\frac{\sin N\theta}{\sin\theta}=\frac{N\cos N\theta}{\sin\theta}-\frac{\sin N\theta\cos\theta}{\sin^2\theta}.\]
At \(x=na\), \(\theta=\pi n/N\), so \(\sin N\theta=0\) and \(\cos N\theta=(-1)^n\). For \(n\neq0\),
\[K_n^{\rm SLAC}=-\frac{i\pi(-1)^n}{L\sin(\pi n/N)}\;\longrightarrow\;-\frac{i(-1)^n}{na}\quad(|n|\ll N),\]
and \(K_0=0\) because the momenta come in \(\pm\) pairs.

For the tangent, \((e^{ipa}-1)/(e^{ipa}+1)=i\tan(pa/2)\), as follows from dividing numerator and denominator by \(e^{ipa/2}\). Hence
\[iK=\frac2a\,(T-1)(T+1)^{-1}=\frac2a\left[1-2(1+T)^{-1}\right].\]
The telescoping product \((1+T)\sum_{m=0}^{N-1}(-T)^m=1-(-T)^N\) equals 2, since \(N\) is even and \(T^N=-1\). Therefore \(2(1+T)^{-1}=\sum_{m=0}^{N-1}(-T)^m\), the \(m=0\) term cancels the 1, and
\[iK=-\frac2a\sum_{m=1}^{N-1}(-T)^m.\]
For \(l>j\) the element comes from \(m=-n\), where \((T^m)_{jl}=+1\), and \(iK_n=-(2/a)(-1)^n\). For \(l<j\) it comes from \(m=N-n\), the hop crosses the boundary, \((T^m)_{jl}=-1\), \((-1)^m=(-1)^n\), and \(iK_n=+(2/a)(-1)^n\). Together,
\[K_n^{\tan}=-\frac{2i}{a}(-1)^n\operatorname{sgn}n.\]
Both matrices are dense. For \(a=5\) bohr, \(N=160\), the SLAC magnitudes at \(n=1,10,80\) are 0.200013, 0.020129 and \(\pi/800=0.003927\) bohr\(^{-1}\), while the tangent magnitude is \(2/a=0.4\) bohr\(^{-1}\) at every distance. Judged by its kernel, the tangent is the less local of the two.

### (c) The local pencil

Define \(B=(1+T)/2\), so that \(iK=(T-1)B^{-1}/a\), and \(\psi=B\chi\) in each spinor component: \(\psi_j=(\chi_j+\chi_{j+1})/2\). Multiplying \(HB\chi=EB\chi\) from the left by \(B^\dagger=(1+T^\dagger)/2\) and using \(T^\dagger T=1\),
\[B^\dagger iKB=\frac{(1+T^\dagger)(T-1)}{2a}=\frac{T-1+1-T^\dagger}{2a}=\frac{T-T^\dagger}{2a}\equiv iP,\]
\[B^\dagger B=\frac{(1+T^\dagger)(1+T)}4=\frac{2+T+T^\dagger}{4}\equiv\Phi.\]
The eigenproblem becomes
\[\mathcal H\chi=E\,\Phi\chi,\qquad\mathcal H=vP\sigma_y+B^\dagger MB\,\sigma_x+B^\dagger VB.\]
\(P\) is the central difference, with eigenvalue \(\sin(pa)/a\), and \(\Phi\) is the three-point average, with eigenvalue \((1+\cos pa)/2=\cos^2(pa/2)\). The potential term follows from \(\chi^\dagger B^\dagger VB\chi=\sum_jV_j|\chi_j+\chi_{j+1}|^2/4\): its diagonal elements are \((V_{j-1}+V_j)/4\) and its \((j,j+1)\) elements are \(V_j/4\), with a minus sign on the link that closes the ring; the same holds for \(M\). All blocks are tridiagonal apart from the two corner elements, and \(\mathcal H=B^\dagger HB\) is Hermitian. The norm is \(\psi^\dagger\psi=\chi^\dagger\Phi\chi\), so \(\Phi\)-orthonormal \(\chi\) give orthonormal \(\psi\), and the density is \(|(B\chi)_j|^2\).

The step is an equivalence when \(B\) is invertible, that is when its eigenvalue \(e^{ipa/2}\cos(pa/2)\) vanishes at no grid momentum. The point \(p=\pi/a\) must be absent, which holds for even \(N\) with antiperiodic closure and also for odd \(N\) with periodic closure, where \(pa=2\pi k/N=\pi\) has no integer solution. For even \(N\) with periodic closure the point is present, \(\Phi\) is singular and the tangent \(K\) is undefined.

The pencil contains the doubling-prone sine, yet
\[\frac{\sin(pa)/a}{\cos^2(pa/2)}=\frac{2\sin(pa/2)\cos(pa/2)}{a\cos^2(pa/2)}=\frac2a\tan\frac{pa}{2}.\]
At the zone edge the numerator has a simple zero and the denominator a double zero, so the would-be doubler is sent to infinite energy. The cost is conditioning. The extreme grid values of \(|p|a/2\) are \(\pi/2N\) and \(\pi/2-\pi/2N\), so
\[\operatorname{cond}\Phi=\frac{\cos^2(\pi/2N)}{\sin^2(\pi/2N)}=\cot^2\frac{\pi}{2N},\qquad\max|\kappa|=\frac2a\cot\frac{\pi}{2N}.\]
For \(N=160\), \(\operatorname{cond}\Phi=10374.62\), its root is 101.856, and \(v\max|\kappa|=0.08\times101.856=8.1485\) hartree, against the SLAC bound \(\pi v/a=0.125664\) hartree. The tangent bandwidth grows in proportion to \(N\) at fixed \(a\).

With random \(M_j,V_j\) drawn from \(\pm0.02\) hartree, the spectrum of the dense \(H\), built from the Fourier sum, and that of the pencil agree to \(1.5\times10^{-13}\) hartree. The sandwich around \(V\) cannot be dropped. For the chiral pencil \((vP+V)\chi=E\Phi\chi\) with constant \(V\), a plane wave gives \(E=v\kappa+V/\cos^2(pa/2)\) in place of \(v\kappa+V\): the potential is amplified near the zone edge. With the random \(V_j\) the sorted spectra differ by up to 19.5 hartree.

### (d) SLAC

Take the chiral free problem and suppose \(\alpha\chi=E\beta\chi\), with translation-invariant \(\alpha,\beta\) whose range \(R\) and coefficients do not depend on \(N\), reproduces \(E=vp\) on every ring, hence by continuity on the whole zone. On plane waves \(\alpha(p)=\sum_{|m|\le R}\alpha_me^{impa}\), likewise \(\beta(p)\), and \(F(p)=\alpha(p)-vp\,\beta(p)\) vanishes for \(|p|<\pi/a\). \(F\) is entire, so by the identity theorem it vanishes for all \(p\). Periodicity of \(\alpha\) and \(\beta\) then gives
\[0=F(p+2\pi/a)-F(p)=-\frac{2\pi v}{a}\beta(p),\]
so \(\beta\equiv0\) and \(\alpha\equiv0\). Extra components do not help: \(\det[\alpha(p)-E\beta(p)]=\sum_kc_k(p)E^k\) has trigonometric-polynomial coefficients, and if it vanishes at \(E=vp\), the same continuation makes the polynomial in \(E\) at fixed \(p\) vanish at the infinitely many points \(v(p+2\pi m/a)\), so that all \(c_k\equiv0\) and the pencil is degenerate. The tangent escapes because it is a rational function of \(e^{ipa}\). The argument concerns fixed range; it does not exclude a range that grows with \(N\), nor good approximations. A least-squares search over unit-norm coefficient vectors (400 momenta, \(a=1\), rows weighted by \((1+\kappa^2)^{-1/2}\)) leaves a root-mean-square residual of \(3.6\times10^{-2}\) at \(R=1\) and \(1.5\times10^{-3}\) at \(R=2\) for SLAC, and rounding noise near \(10^{-16}\) for the tangent.

### (e) The mass kink

*Continuum levels.* With \(V=0\), \(iK\to\partial_x\), \(y=x/w\), \(\lambda=M_0w/v\), \(t=\tanh y\) and \(u=\operatorname{sech}^2y=1-t^2\),
\[A=\frac vw(\partial_y+\lambda t),\qquad A^\dagger=\frac vw(-\partial_y+\lambda t),\]
and a spinor \((f,g)\) obeys \(Af=Eg\), \(A^\dagger g=Ef\). The basic derivatives are \(t'=u\), \(u'=-2ut\) and \((\operatorname{sech}^sy)'=-st\operatorname{sech}^sy\). The last one shows that \(f=\operatorname{sech}^\lambda y\), \(g=0\) is a zero mode, the Jackiw–Rebbi state. For the first level set \(s=\lambda-1>0\) and \(g=C\operatorname{sech}^sy\). Then \((-\partial_y+\lambda t)g=(s+\lambda)tg=(2s+1)tg\), and
\[(\partial_y+\lambda t)(tg)=\left[1-t^2-st^2+(s+1)t^2\right]g=g.\]
So \(f=\sqrt{2s+1}\,tg\) satisfies both equations with \(E_1=(v/w)\sqrt{2\lambda-1}\). It is the lowest positive level because \(g\) is nodeless and hence the ground state of \(AA^\dagger\). The norms are equal, since \(E\langle f|f\rangle=\langle f|A^\dagger g\rangle=\langle Af|g\rangle=E\langle g|g\rangle\). Multiplying out, in units of \((v/w)^2\), \(A^\dagger A=-\partial_y^2+\lambda^2-\lambda(\lambda+1)u\) and \(AA^\dagger=-\partial_y^2+\lambda^2-\lambda(\lambda-1)u\). The second is the first at \(\lambda-1\) plus \(2\lambda-1\), so the next level, bound for \(\lambda>2\), has \(E_2^2=(v/w)^2[(2\lambda-1)+(2\lambda-3)]=(v/w)^2(4\lambda-4)\).

*Zero mode on the tangent lattice.* In \(A\psi=0\) with \(\psi=B\chi\), the identity \(iKB=(T-1)/a\) leaves a two-site relation,
\[\frac va(\chi_{j+1}-\chi_j)+\frac{M_j}2(\chi_{j+1}+\chi_j)=0,\qquad\chi_{j+1}=\chi_j\,\frac{v/a-M_j/2}{v/a+M_j/2}.\]
The ratio has modulus below 1 where \(M_j>0\) and above 1 where \(M_j<0\), so the solution decays on both sides of the kink for any \(a\), provided no \(M_j\) equals \(-2v/a\). For \(|M_j|<2v/a\) its logarithm is \(-2\operatorname{artanh}(aM_j/2v)\approx-aM_j/v\), the continuum decay rate per site. A ring needs an antikink as well; the profile used is \(M_0\tanh[(x-L/4)/w]\tanh[(3L/4-x)/w]\). Started at the antikink and carried once round, the recursion satisfies every row of \(A\psi=0\) except the closing one, where the amplitude is exponentially small. At \(a=5\) bohr the vector so built overlaps the lowest right singular vector of the dense \(A\) to within the tested \(10^{-10}\), and its overlap with \(\operatorname{sech}^\lambda y\) falls short of 1 by \(1.2\times10^{-5}\).

The dispersions, real-space kernels and local tangent pencil are established, SLAC is shown to admit no fixed-range translation-invariant pencil, and the kink's zero mode and first excited level are found. What remains is the leading tangent error of that level with its numerical evaluation, followed by variations on a staggered potential and a Crank–Nicolson step.

Numerical values quoted here were computed with a short program.
